# Effective Schottky source barrier with a tunnelling cutoff width

## Problem

A metal source injects electrons into an undoped semiconductor film of thickness $t_s$ and permittivity $\varepsilon_s$. An insulator of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$ separates the film from a gate above it. No electric flux leaves through the bottom of the film. The source face is the plane $x=0$, and the channel extends to positive $x$ over a length much greater than any other length in the problem.

Energies are measured from the source Fermi level. The edge of the lowest subband, confinement energy included, is $\Phi_B$ at the metal and $U_g$ deep in the channel, where the gate sets it. Mobile charge and the image force are neglected. Tunnelling is described by a switch: a classically forbidden stretch no wider than a chosen length $d$ is transparent, and a wider one is opaque. The effective barrier $\Phi_{\rm eff}$ is the lowest energy at which an electron can pass from the source into the deep channel.

(a) Find $\Phi_{\rm eff}$ for any $U_g$.

(b) Find the change of $U_g$ needed to change the injected current tenfold.

(c) Decide how well the switch represents tunnelling.

Use the round model parameters $t_s=t_{ox}=20$ Å, $\varepsilon_s=12$, $\varepsilon_{ox}=4$, effective mass $m=0.1$ in the plane of the film, $\Phi_B=0.40$ eV, $U_g=0.10$ eV, $d=30$ Å and a temperature of 300 K, for which $kT=0.02585$ eV. The mass across the film may be different; it enters only through the confinement energy already contained in $\Phi_B$ and $U_g$. If it were also 0.1, the hard-wall confinement energy $\pi^2/(2mt_s^2)$ would be 0.94 eV, so $\Phi_B$ must not be read as the barrier of a bulk contact. The algebra is in atomic units, with permittivities relative to vacuum.

## First estimate by scaling

Let $\psi$ be the deviation of the electron's electrostatic energy from its deep-channel value, and let it decay along the film over a length $\lambda_0$. Per unit length of channel, the change of the lateral flux in the film is of order $\varepsilon_s t_s\psi/\lambda_0^2$. The flux lost to the gate is of order $\varepsilon_{ox}\psi/t_{ox}$. With no charge in the film the two must balance, so

$$
\lambda_0=\sqrt{\frac{\varepsilon_s t_s t_{ox}}{\varepsilon_{ox}}}
=\sqrt{3\times 20\times 20}\ \text{Å}=34.6\ \text{Å}.
$$

The edge falls by about $A=\Phi_B-U_g=0.30$ eV over this length. If the fall is taken as linear, the edge at distance $d$ is

$$
\Phi_{\rm est}=\Phi_B-A\frac{d}{\lambda_0}
=0.40-0.30\times\frac{30}{34.6}\approx0.14\ \text{eV}.
$$

Since $d$ is nearly as large as $\lambda_0$, the linear fall is being used at the end of its range. The shape of the profile is therefore needed.

## Exact solution of the switch model

### The scale length

Measure $y$ upward from the bottom of the film. Without charge, $\nabla\cdot(\varepsilon\nabla\psi)=0$. Deep in the channel the potential is uniform and $\psi=0$. The gate is an equipotential, so $\psi=0$ there too, while the absence of flux through the bottom gives $\partial\psi/\partial y=0$ at $y=0$.

Try $\psi=f(y)e^{-kx}$. In each layer $f''=-k^2f$. The solutions that obey the two outer conditions are

$$
f=\cos ky\quad\text{(film)},\qquad
f=B\sin k(t_s+t_{ox}-y)\quad\text{(insulator)}.
$$

At $y=t_s$ the potential and the normal displacement $\varepsilon f'$ are continuous:

$$
\cos kt_s=B\sin kt_{ox},\qquad
\varepsilon_s\sin kt_s=\varepsilon_{ox}B\cos kt_{ox}.
$$

A common factor $-k$ has been removed from the second condition. Dividing the second by the first gives $\varepsilon_s\tan kt_s=\varepsilon_{ox}\cot kt_{ox}$, or, with $k=1/\lambda$,

$$
\tan\frac{t_s}{\lambda}\,\tan\frac{t_{ox}}{\lambda}
=\frac{\varepsilon_{ox}}{\varepsilon_s}.
$$

The slowest decay belongs to the smallest $k$. As $k$ rises from zero until the larger of the two angles reaches $\pi/2$, the left side rises steadily from zero to infinity, so this interval holds one root.

For small angles $\tan z\approx z$, and the root becomes $\lambda_0$. For angles between zero and $\pi/2$, $\tan z>z$. Hence $k^2t_st_{ox}<\varepsilon_{ox}/\varepsilon_s$, which means $\lambda>\lambda_0$: the scaling length is too short, and the error grows when the layers are not thin compared with $\lambda$. Here the layers are equal, so $\tan^2(t_s/\lambda)=1/3$, $t_s/\lambda=\pi/6$, and

$$
\lambda=\frac{6t_s}{\pi}=38.2\ \text{Å}=72.2\ \text{bohr}.
$$

### The band-edge profile

The full $\psi$ is a sum of modes. Keeping the slowest one, and giving its average over the subband the value $A$ at the metal, yields

$$
U(x)=U_g+(\Phi_B-U_g)e^{-x/\lambda}.
$$

This step is an approximation, and it depends on the potential along the end face of the insulator. To measure it, the mode sum was computed with linear finite elements in $y$ and averaged with the density $\sin^2(\pi y/t_s)$ of a hard-wall subband. The film face was held at the source potential. At $x=d$ the edge is 0.238 eV if the end-face potential in the insulator falls linearly to the gate value, and 0.245 eV if the source metal covers the whole insulator face. The single exponential gives 0.237 eV, as found below. The contact geometry thus matters at the level of several meV.

### The effective barrier

Take first $U_g<\Phi_B$. An electron with $U_g<E<\Phi_B$ meets a forbidden stretch from the metal to the point where $U(x)=E$. Solving that equation for $x$ gives its width,

$$
w(E)=\lambda\ln\frac{\Phi_B-U_g}{E-U_g}.
$$

The width decreases as $E$ rises. The lowest transmitted energy is therefore the one with $w=d$, and exponentiation gives $E-U_g=(\Phi_B-U_g)e^{-d/\lambda}$. Energies below $U_g$ do not contribute, because the whole long channel is forbidden to them.

Now take $U_g\ge\Phi_B$. The edge rises, or stays level, away from the metal. Below $U_g$ the deep channel is closed; above $U_g$ no forbidden stretch exists. The threshold is $U_g$, whatever the value of $d$. Both cases are contained in

$$
\boxed{\Phi_{\rm eff}=U_g+\max(\Phi_B-U_g,0)\,e^{-d/\lambda}}
$$

The maximum is essential. At $U_g=0.50$ eV the barrier is 0.50 eV, but the expression without the maximum would give 0.454 eV, an energy at which the channel is closed.

For the stated parameters $d/\lambda=0.785$ and $e^{-d/\lambda}=0.456$, so

$$
\Phi_{\rm eff}=0.10+0.30\times0.456=0.237\ \text{eV}
=0.0087\ \text{hartree}.
$$

As long as $U_g<\Phi_B$, the result returns for $d\ll\lambda$ to $\Phi_B$, the full contact barrier. For $d\gg\lambda$ it tends to $U_g$, and the contact no longer limits injection.

### The current and its gate dependence

Consider one transverse mode and a drain that sends no electrons back. With transmission $T(E)$ and source occupation $f(E)=1/(1+e^{E/kT})$, the current is proportional to $J=\int Tf\,dE$. The switch sets $T=1$ above $\Phi_{\rm eff}$ and $T=0$ below. Since $-kT\ln(1+e^{-E/kT})$ has the derivative $f(E)$,

$$
J=\int_{\Phi_{\rm eff}}^\infty f\,dE
=kT\ln\!\left(1+e^{-\Phi_{\rm eff}/kT}\right).
$$

When $\Phi_{\rm eff}\gg kT$, $\ln J$ equals $-\Phi_{\rm eff}/kT$ plus a constant. For $U_g<\Phi_B$ the barrier formula gives $d\Phi_{\rm eff}/dU_g=1-e^{-d/\lambda}$. The magnitude of the change of $U_g$ per decade of current is then

$$
S=\frac{kT\ln10}{1-e^{-d/\lambda}}
=\frac{0.0595}{0.544}=0.109\ \text{eV per decade}.
$$

Only a fraction 0.544 of a shift of the channel edge reaches the effective barrier, because the metal end of the profile is fixed. For $U_g>\Phi_B$ the fraction is one and $S$ returns to $kT\ln10=0.0595$ eV. The abrupt change at $U_g=\Phi_B$ is a property of the switch model.

### How transparent is the chosen width?

The semiclassical (WKB) transmission is $T=e^{-2\mathcal S}$, where $\mathcal S=\int_0^w\sqrt{2m(U-E)}\,dx$. Put $\epsilon=E-U_g$ and $u=U-U_g=Ae^{-x/\lambda}$, so that $dx=-\lambda\,du/u$. Then

$$
\mathcal S=\lambda\sqrt{2m}\int_\epsilon^A\frac{\sqrt{u-\epsilon}}{u}\,du .
$$

With $s=\sqrt{u-\epsilon}$, $du=2s\,ds$ and $u=s^2+\epsilon$, the integral becomes

$$
\int_0^{\sqrt{A-\epsilon}}\frac{2s^2}{s^2+\epsilon}\,ds
=2\left[\sqrt{A-\epsilon}-\sqrt{\epsilon}\,
\arctan\sqrt{\frac{A-\epsilon}{\epsilon}}\right].
$$

Let $q=\epsilon/A$. The angle whose cosine is $\sqrt q$ has tangent $\sqrt{(1-q)/q}$, so the arctangent equals $\arccos\sqrt q$, and

$$
T=\exp\left\{-4\lambda\sqrt{2mA}\left[\sqrt{1-q}-\sqrt q\,\arccos\sqrt q\right]\right\}.
$$

At the switch threshold $q=e^{-d/\lambda}=0.456$. The prefactor $4\lambda\sqrt{2mA}$ is 13.6 and the bracket is 0.1775, so $T\approx e^{-2.41}=0.09$. A stretch that the switch calls transparent passes nine per cent of the electrons at its limiting width.

The current also includes better transmitted electrons at higher energies and poorly transmitted ones at lower energies. A fair comparison is therefore a current-equivalent barrier $\Phi_I$, the step threshold that would give the same $J$ as the smooth transmission. Inverting the formula for $J$,

$$
\Phi_I=-kT\ln\!\left(e^{J/kT}-1\right).
$$

Inserting $\Phi_I$ in the barrier formula and solving for the width gives the cutoff that would reproduce the current,

$$
d_I=\lambda\ln\frac{\Phi_B-U_g}{\Phi_I-U_g}.
$$

Numerical integration of $J$ with the WKB transmission, set to one above $\Phi_B$, gives:

| $U_g$ (eV) | $\Phi_{\rm eff}$ (eV) | $\Phi_I$ (eV) | $d_I$ (Å) |
|---|---|---|---|
| 0.3 | 0.346 | 0.351 | 25.7 |
| 0.2 | 0.291 | 0.303 | 25.3 |
| 0.1 | 0.237 | 0.250 | 26.4 |

Measured against WKB, the chosen 30 Å is somewhat too generous. At $U_g=0.10$ eV it puts the barrier 0.0136 eV too low relative to WKB, which raises the current by a factor $e^{0.0136/0.02585}\approx1.7$. The matching width varies by about 1 Å over these settings, and not in one direction, so no single $d$ reproduces all three currents.

Within WKB, the gate dependence at $U_g=0.10$ eV is close to that of the switch: a finite difference of $\Phi_I$ gives 0.1085 eV per decade, against 0.1094 eV from the switch. This agreement is local, and it does not include the wave corrections considered below. For the two metals of equal mass used there, they lower the value to about 0.097 eV per decade; with the free-electron mass in the 5 eV metal it is 0.099 eV. Between $U_g=0.3$ and 0.2 eV, $\Phi_I$ falls by 0.048 eV while $\Phi_{\rm eff}$ falls by 0.054 eV.

The WKB exponential has no prefactor for the joining of the waves at the abrupt metal face. To see the effect of going beyond it, the Schrödinger equation was integrated by a fourth-order Runge–Kutta method for the same profile, joined at $x=0$ to a metal with the same mass and a flat band. With the bottom of the metal band 1 eV below the Fermi level, $\Phi_I=0.246$ eV; with 5 eV, $\Phi_I=0.262$ eV. These values, for $U_g=0.10$ eV, lie on either side of the WKB value of 0.250 eV, so at this setting the wave current can be larger or smaller than the WKB current, depending on the metal. The spread of 0.016 eV is as large as the error of the switch relative to WKB. Closer to $\Phi_B$ both metals lie above WKB: at $U_g=0.2$ eV they give 0.307 and 0.323 eV against 0.303 eV, and at $U_g=0.3$ eV they give 0.367 and 0.382 eV against 0.351 eV. There the switch errs by more than the table suggests. The mass in the metal matters too: with the free-electron mass there, and $\psi'/m$ continuous at the face for the wave function $\psi$, the 5 eV case gives 0.239 eV.

The neglected image force is of similar importance. Adding its bulk form $-1/(4\varepsilon_s x)$ to the profile lowers the WKB value of $\Phi_I$ from 0.250 to 0.228 eV. This shows only the order of the effect: the bulk form holds for distances small compared with $t_s$, and over a stretch as long as the film is thick the insulator and the gate change it. The same form with a permittivity of 8 gives 0.219 eV. Refining $d$ by a few ångström therefore has little meaning unless the metal and the image force are described as well.

### How far the channel edge may be lowered

The neglected charge can be estimated from the equilibrium sheet density of one parabolic valley with two spins. Its density of states is $m/\pi$, so

$$
n=\frac{m\,kT}{\pi}\ln\!\left(1+e^{-U_g/kT}\right),\qquad
\Delta U=\frac{4\pi n\,t_{ox}}{\varepsilon_{ox}}.
$$

The second relation is the insulator field from Gauss's law times the thickness. At $U_g=0.10$ eV the shift is 0.002 eV and may be ignored. At $U_g=0$ the same estimate gives 0.068 eV, more than $2kT$. This is an overestimate, because the upward shift of the edge would itself reduce the density. Solving the two relations together, with $U_g+\Delta U$ in place of $U_g$, gives 0.028 eV, about $kT$, so the charge can no longer be neglected.

Setting $\Phi_{\rm eff}=0$ in the formula would require

$$
U_g=-\frac{\Phi_Be^{-d/\lambda}}{1-e^{-d/\lambda}}
=-\frac{0.40\times0.456}{0.544}\approx-0.34\ \text{eV},
$$

which lies well outside this regime. The vanishing of the barrier must be sought with a self-consistent charge.

## Comparison of the estimate and the solution

The scaling estimate gave 0.14 eV and the switch model gives 0.237 eV. The difference has two parts.

The larger part is the shape. Keeping $\lambda_0$ but replacing the linear fall by the exponential raises the barrier from 0.14 to 0.226 eV. The linear form is the first-order expansion of $e^{-d/\lambda_0}$, and because $e^{-z}>1-z$ for $z>0$ it lies below the exponential. It is good for $d\ll\lambda_0$, whereas for $d>\lambda_0$ it would even put the barrier below $U_g$.

The smaller part is the length. Replacing $\lambda_0=34.6$ Å by $\lambda=38.2$ Å adds another 0.011 eV. Its size follows from the sensitivity

$$
\frac{\partial\Phi_{\rm eff}}{\partial\ln\lambda}
=-\frac{\partial\Phi_{\rm eff}}{\partial\ln d}
=A\,\frac d\lambda\,e^{-d/\lambda}
=0.30\times0.785\times0.456\approx0.11\ \text{eV},
$$

so a ten per cent change of either length moves the barrier by about 0.011 eV. The function $ze^{-z}$ has the derivative $(1-z)e^{-z}$ and is largest at $z=1$. At fixed $A$, a cutoff width comparable with the scale length is thus the case in which relative errors of $d$ and $\lambda$ matter most.

The estimate also misjudges gate control. Its derivative with respect to $U_g$ is $d/\lambda_0=0.87$, against 0.544 from the solution, so it would predict too small a gate change per decade. Scaling identifies the right length and the right order of the barrier, but a current that depends on $e^{-\Phi_{\rm eff}/kT}$ needs the exponential profile.
